# Why apparent damping in inhomogeneous perpendicular films falls at high field

## The result

In a film whose perpendicular anisotropy varies from place to place, time-resolved precession decays for two reasons. Each region loses energy at a rate set by its Gilbert damping $\alpha$, and regions with different frequencies drift out of phase. At high field the relaxation rate grows in proportion to the field, while the dephasing rate settles to a constant. The film stays as nonuniform as before, but relaxation ends the signal before the phases have separated.

For a Gaussian spread of anisotropy field with standard deviation $\sigma$, the apparent damping is

$$\alpha_{\rm app}=\frac{1}{2}\left[\alpha+\sqrt{\alpha^2+2\left(\frac{c\,\sigma}{\bar H}\right)^2}\right].\tag{1}$$

Here $\bar H$ is the mean stiffness field and $c$ measures how strongly the frequency responds to anisotropy; both are derived below. In an example with $\alpha=0.010$, the apparent value falls from 0.022 at 0.5 T to 0.0102 at 4 T.

The result assumes independent regions, uniform $\alpha$, a field-independent anisotropy spread and a small excitation that starts all regions in phase. "Intrinsic" means the local Gilbert damping, including any spin pumping into neighbouring layers. Precession data of this kind cannot separate those two contributions.

## One region: frequency and energy loss

All fields are written as flux densities in tesla. The field $H$ lies at angle $\theta_H$ from the film normal and the magnetization at angle $\theta$, with $\psi=\theta_H-\theta$. The effective anisotropy field $H_k>0$ already includes demagnetization. The energy per unit moment is

$$e=-H(\sin\theta\sin\theta_H\cos\varphi+\cos\theta\cos\theta_H)-\tfrac12H_k\cos^2\theta .$$

Equilibrium lies at $\varphi=0$. Setting $\partial e/\partial\theta=0$ there gives

$$H_k\sin\theta\cos\theta=H\sin\psi.\tag{2}$$

Let $u$ be a small displacement along increasing $\theta$ and $v=\varphi\sin\theta$ the displacement out of the field plane. The excess energy is $\frac12(H_2u^2+H_1v^2)$. The second derivative in $\theta$ gives

$$H_2=H\cos\psi+H_k\cos2\theta .$$

The second derivative in $\varphi$, divided by $\sin^2\theta$, gives $H_1=H\sin\theta_H/\sin\theta$. Since $\sin\theta_H=\sin\theta\cos\psi+\cos\theta\sin\psi$, equation (2) turns this into

$$H_1=H\cos\psi+H_k\cos^2\theta .$$

The Landau-Lifshitz-Gilbert equation is $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}$, with $\gamma>0$. The tangential field components are $-H_2u$ and $-H_1v$. Taking the cross products with the equilibrium direction gives

$$\dot u=-\gamma H_1v-\alpha\dot v,\qquad \dot v=\gamma H_2u+\alpha\dot u.\tag{3}$$

A solution proportional to $e^{\lambda t}$ requires $\lambda u=-(\gamma H_1+\alpha\lambda)v$ and $\lambda v=(\gamma H_2+\alpha\lambda)u$. Multiplying the two relations and cancelling $uv$,

$$(1+\alpha^2)\lambda^2+\alpha\gamma(H_1+H_2)\lambda+\gamma^2H_1H_2=0 .$$

The roots are a complex pair $-\Gamma\pm i\omega$. Dropping relative corrections of order $\alpha^2$, which suits nearly circular precession,

$$\omega=\gamma\sqrt{H_1H_2},\qquad \Gamma=\alpha\gamma\bar H,\qquad \bar H=\frac{H_1+H_2}{2}.\tag{4}$$

The rate $\Gamma$ describes real energy loss. Equation (3) gives $\gamma H_2u=\dot v-\alpha\dot u$ and $\gamma H_1v=-\dot u-\alpha\dot v$. Substituting these into the rate of change of the energy,

$$\dot e=H_2u\dot u+H_1v\dot v=-\frac{\alpha}{\gamma}(\dot u^2+\dot v^2).$$

The cross terms cancel. To leading order in $\alpha$ the right side is $-\alpha\gamma(H_1^2v^2+H_2^2u^2)$. Over a cycle, $H_1v^2$ and $H_2u^2$ each average to the excess energy. That energy therefore decays at $\alpha\gamma(H_1+H_2)=2\Gamma$, twice the amplitude rate, as it should for a quantity quadratic in amplitude.

## How anisotropy spread becomes frequency spread

Define the dimensionless sensitivity $c=\gamma^{-1}d\omega/dH_k$ at fixed applied field. The equilibrium angle moves when $H_k$ changes, and this must be included. Differentiating (2),

$$\sin\theta\cos\theta+(H_k\cos2\theta+H\cos\psi)\frac{d\theta}{dH_k}=0
\;\Rightarrow\;\frac{d\theta}{dH_k}=-\frac{\sin2\theta}{2H_2}.$$

Because $d\cos\psi/d\theta=\sin\psi$ and $H\sin\psi=\frac12H_k\sin2\theta$, the total derivatives of the stiffness fields, marked by primes, are

$$H_1'=\cos^2\theta-\tfrac12H_k\sin2\theta\,\frac{d\theta}{dH_k}
=\cos^2\theta+\frac{H_k\sin^22\theta}{4H_2},$$

$$H_2'=\cos2\theta-\tfrac32H_k\sin2\theta\,\frac{d\theta}{dH_k}
=\cos2\theta+\frac{3H_k\sin^22\theta}{4H_2}.$$

Differentiating $\sqrt{H_1H_2}$ then gives

$$c=\frac{H_2H_1'+H_1H_2'}{2\sqrt{H_1H_2}}.\tag{5}$$

When $H\gg H_k$, the magnetization follows the field, $H_1/H_2\to1$, and the terms containing $H_k/H_2$ vanish. Hence

$$c\to\tfrac12(\cos^2\theta_H+\cos2\theta_H)=\tfrac12(3\cos^2\theta_H-1).\tag{6}$$

This limit does not depend on field. A given spread of $H_k$ then produces a fixed spread of frequency, however large $H$ becomes.

## Adding the regions

Write $H_k=H_{k0}+x$, where $x$ varies between regions. To first order, $\omega=\omega_0+\gamma cx$. The detected out-of-plane signal is the sum of the regional signals, so its envelope, normalized to one at the start, is

$$A(t)=e^{-\Gamma t}\,|\phi(\gamma ct)|,\qquad \phi(q)=\langle e^{iqx}\rangle .\tag{7}$$

The small variation of readout weight between regions has been neglected. So has the variation of $\Gamma$, which is smaller than that of $\omega$ by a factor of order $\alpha$ unless $c$ is close to zero.

Let $\tau$ be the time at which $A=1/e$, and define $\alpha_{\rm app}=1/(\tau\gamma\bar H)$. The alternative definition $1/(\omega\tau)$ is larger by $\bar H/\sqrt{H_1H_2}$, a factor due to elliptical precession and not to disorder. It is at most 1.0014 at the fields tabulated below, but it grows when one stiffness field becomes small.

The high-field limit needs no particular distribution. Taking the logarithm of (7) at $t=\tau$,

$$\Gamma\tau=1+\ln|\phi(\gamma c\tau)| .$$

Since $|\phi|\le1$, we have $\tau\le1/\Gamma$, and so $\gamma|c|\tau\le|c|/(\alpha\bar H)$. This bound tends to zero at high field. For a fixed distribution $\phi$ is continuous with $\phi(0)=1$, so $\Gamma\tau\to1$ and $\alpha_{\rm app}=\alpha/(\Gamma\tau)\to\alpha$.

For a Gaussian, completing the square in the average gives $\phi(q)=e^{-q^2\sigma^2/2}$. With $s=\gamma|c|\sigma$ the 1/e condition is

$$\Gamma\tau+\tfrac12s^2\tau^2=1.\tag{8}$$

Dividing by $\tau^2$ and writing $r=1/\tau$ gives $r^2-\Gamma r-s^2/2=0$. Its positive root is $r=\frac12[\Gamma+\sqrt{\Gamma^2+2s^2}]$, and division by $\gamma\bar H$ gives (1).

Two regimes follow, with $y=|c|\sigma/\bar H$:

- If $\sqrt2\,y\ll\alpha$, expanding the root gives $\alpha_{\rm app}\simeq\alpha+y^2/(2\alpha)$. Once $c$ has settled to a nonzero limit, the excess falls as $1/H^2$.
- If $\sqrt2\,y\gg\alpha$, then $\alpha_{\rm app}\simeq y/\sqrt2+\alpha/2$, and the measurement mostly reports disorder.

A Lorentzian spread of half width $\delta$ has $|\phi(q)|=e^{-\delta|q|}$. The rates then add, and $\alpha_{\rm app}=\alpha+|c|\delta/\bar H$. Its excess falls only as $1/H$, so the approach to the intrinsic value depends on the shape of the distribution. The $1/H$ law needs the unbounded tails; once they are cut off the variance is finite, and the excess eventually falls as $1/H^2$. Lorentzian tails reach unphysical anisotropies and serve here as a model of a broad distribution.

## How large the effect is

The example takes rough values for a thin CoFeB/MgO perpendicular film: $H_{k0}=0.4$ T, $\sigma=20$ mT, $\alpha=0.010$ and $g=2.1$. The field angle is held at $45^\circ$. Rates are in ns$^{-1}$.

| $H$ (T) | $c$ | $\Gamma$ | $s$ | $\tau$ (ps) | $\alpha_{\rm app}$ |
|---|---|---|---|---|---|
| 0.5 | 0.881 | 1.395 | 3.255 | 323 | 0.0222 |
| 1 | 0.674 | 2.202 | 2.491 | 315 | 0.0144 |
| 2 | 0.484 | 3.969 | 1.788 | 231 | 0.0109 |
| 4 | 0.369 | 7.618 | 1.364 | 129 | 0.0102 |

At 1 T, $c\sigma=13.49$ mT and $\bar H=1.192$ T, so $y=0.01131$. Equation (1) gives

$$\alpha_{\rm app}=\tfrac12\left[0.010+\sqrt{1.00\times10^{-4}+2.56\times10^{-4}}\right]=0.0144 .$$

This is 44% above the intrinsic value. At 4 T, $y=0.00739/4.125=0.00179$ and the excess is 1.6%.

The signal lifetime becomes shorter as the apparent damping falls. What approaches the intrinsic value is the decay rate divided by $\gamma\bar H$, not the decay rate itself. In this field range $s$ is also still decreasing, because $c$ has not reached its limit of 0.25. That helps the approach, but the constant limit would suffice.

The two terms under the root in (1) are equal at 1.43 T. There $\alpha_{\rm app}=(1+\sqrt2)\alpha/2$, about 21% too high. This crossover separates the two regimes above. Disorder supplies only about a sixth of the apparent damping there, but a correction is still needed.

These values were tested by integrating the full nonlinear equation of motion for an ensemble of regions. The 1/e damping agreed with (1) within the 3% tolerance at all four fields, and the printed values differ by at most 0.00002. With a Lorentzian half width of 20 mT, the formula gives 0.0213 at 1 T and 0.0118 at 4 T. The latter is still 18% high. Both numbers rely on the far tails: cutting the distribution at $\pm0.4$ T, so that $H_k\ge0$, lowers them to about 0.0205 and 0.0114.

### The fitting method matters

Fitting one exponentially damped cosine to the simulated out-of-plane signal gives 0.0270, 0.0166, 0.0116 and 0.0103 at the four fields. These exceed the 1/e values, although the underlying motion is the same.

For weak dephasing the difference can be derived. Averaged over many oscillations, the fit compares $e^{-\Gamma t}(1-s^2t^2/2)$ with $e^{-\Gamma t}(1+a-bt)$, where $a$ and $b$ are small changes of amplitude and rate. Least squares therefore projects $t^2$ onto a constant and $t$, with weight $e^{-2\Gamma t}$. Put $z=2\Gamma t$. The polynomial $z^2-4z+2$ is orthogonal to 1 and $z$ under the weight $e^{-z}$: its integrals are $2-4+2=0$ and $6-8+2=0$. Thus $z^2$ projects to $4z-2$, and

$$t^2\;\to\;\frac{8\Gamma t-2}{4\Gamma^2}=\frac{2t}{\Gamma}-\frac{1}{2\Gamma^2}.$$

Multiplication by $-s^2/2$ gives $b=s^2/\Gamma$. Equation (8) gives a rate excess of $s^2/(2\Gamma)$ in the same regime. For a trace much longer than $1/\Gamma$, as the integrals over all $z>0$ assume, the cosine fit therefore doubles the leading error. A shorter trace gives a smaller factor. At 4 T the two excesses are 0.00031 and 0.00016, close to that ratio.

## Separating dephasing from energy relaxation

Setting $\alpha=0$ in the ensemble at 1 T removes energy loss but leaves the frequency spread. The signal still falls to 1/e, in 568 ps. Equation (8) with $\Gamma=0$ predicts $\tau=\sqrt2/s=568$ ps. Over the 800 ps run the total energy changes by at most 4 parts in $10^7$, relative to its initial excess. A decaying signal is therefore not by itself evidence of energy loss.

With damping restored, the fitted decay rate of the ensemble energy is 4.403 ns$^{-1}$ at 1 T. This matches $2\Gamma=4.404$ ns$^{-1}$, even though the signal amplitude decays at $1/\tau=3.18$ ns$^{-1}$ instead of $\Gamma=2.20$ ns$^{-1}$. The energy is a sum of squares and contains no relative phases; the signal is a sum of amplitudes and does.

An ideal phase reversal makes the same distinction. At 400 ps, $v$ is changed to $-v$ in every region. A region that had run ahead is now behind by the same phase, and the regions realign at 800 ps. The amplitude there is 0.172, equal to the relaxation factor $e^{-\Gamma t}=e^{-2.202\times0.8}=0.172$. Without reversal it is 0.024. Dephasing is reversible in this model, whereas the energy passed to the damping bath is not recovered. The reversal is a theoretical operation here, not a proposed pulse.

## When the fall is not steady

As $H\to0$ the magnetization turns to the normal and $c\to1$. Equation (6) is negative when $\cos^2\theta_H<1/3$, that is, for field angles above $54.7^\circ$. For any such angle below $90^\circ$, $c$ varies continuously with field and must therefore vanish at some finite field, where first-order dephasing from anisotropy disappears. Higher-order dephasing remains and grows as the field nears the plane: at the field where $c=0$, $\alpha_{\rm app}$ is about 0.0100 at $70^\circ$, but 0.012 at $85^\circ$ and 0.017 at $88^\circ$.

At $\theta_H=80^\circ$, with the other parameters unchanged, this happens at 0.615 T. A direct sum over regions gives $\alpha_{\rm app}=0.0103$ there. The remaining 3% excess lies beyond the linear formula. It comes almost entirely from the curvature of $\omega(H_k)$; the spread of $\Gamma$ adds very little. At higher field the apparent damping rises to 0.0135 at 0.91 T, then falls to 0.0103 at 4 T. A low value at one field is therefore no proof that the high-field regime has been reached.

A field in the film plane is more severe. For $H>H_k$ the magnetization lies in the plane, with $H_1=H$ and $H_2=H-H_k$. Thus $H_1'=0$, $H_2'=-1$ and

$$c=-\frac12\sqrt{\frac{H}{H-H_k}} .$$

This diverges as $H$ approaches $H_k$ from above. The linear treatment fails there, because regions on either side of the mean respond very differently. Far above $H_k$, $c\to-\frac12$ and the usual approach to $\alpha$ returns.

With the field along the normal, $H_1=H_2=H+H_k$ and $c=1$. Equation (1) then applies with $\bar H=H+H_{k0}$, but the first-order out-of-plane signal is proportional to $\sin\theta$ and vanishes.

## Disorder that high field does not remove

A relative spread $\epsilon$ in $g$ produces a frequency spread $\epsilon\omega$, which grows with field. At high field $\omega\simeq\gamma\bar H$, so $\epsilon$ takes the place of $|c|\sigma/\bar H$ in (1). If this is the only disorder, the limit is

$$\alpha_{\rm app}\to\tfrac12\left[\alpha+\sqrt{\alpha^2+2\epsilon^2}\right].$$

For $\epsilon=0.5\%$ the floor is 0.0111, or 11% above $\alpha$. A fixed fractional nonuniformity of the applied field acts in the same way, since $\omega\simeq\gamma H$ at high field.

Tilt of the local film normal is less harmful. Its effect is found by varying $\theta_H$. From (6), the high-field frequency in field units is $H+\frac12H_k(3\cos^2\theta_H-1)$, whose angular derivative is $-\frac32H_k\sin2\theta_H$. This is independent of $H$, so the resulting excess also disappears at high field. A $0.5^\circ$ spread of tilt in the field plane adds a width of 5.2 mT at 4 T. Combined in quadrature with the anisotropy width, it leaves $\alpha_{\rm app}$ at 0.0102 to this precision; at 1 T the change is from 0.0144 to 0.0148. The derivative does not vanish at $54.7^\circ$, so choosing that angle at high field suppresses anisotropy dephasing but not tilt dephasing.

## Comparison with a real film

The chosen anisotropy, damping and $g$ factor are plausible for thin CoFeB/MgO, but all vary with thickness, annealing and adjacent metals. The 20 mT spread is an assumption to be replaced by a fit.

The assumption most open to doubt is independence of the regions. For disorder of wavenumber $k$, exchange contributes a field of order $2Ak^2/M_s$, and the dipolar interaction one of order $\mu_0M_stk/2$ in a film of thickness $t$. With $A=15$ pJ/m, $M_s=1.2$ MA/m and $t=1.2$ nm, their sum equals $c\sigma$ at a wavelength of about 550 nm at 1 T and 920 nm at 4 T. These are upper estimates, not sharp boundaries: with the magnetization tilted, the dipolar shift of the frequency is only a fraction of the field quoted, which brings the wavelengths down to roughly 300 to 500 nm. Grain-sized disorder is much finer, and coupling averages most of it: at 1 T, disorder uncorrelated beyond about 10 nm leaves almost none of the excess, a correlation length of 20 nm leaves roughly a quarter, and the independent-region value is recovered by about 150 nm. The $\sigma$ in (1) therefore stands for the long-wavelength part of the spread, not the grain-to-grain spread. Complete averaging would lower the 1 T value from 0.0144 to 0.010. Fine disorder can also scatter uniform precession into shorter-wavelength modes, a loss channel this model omits and does not size.

Pump heating changes the frequency during the trace. If $H_k$ were 2% low throughout one signal lifetime, the accumulated phase shift would be 0.31 rad at 1 T and 0.07 rad at 4 T. The part that changes with time appears as a chirp and can bias a fixed-frequency fit.

## What to do with measured traces

First fit the precession frequency against field to obtain $g$ and $H_{k0}$ at the measurement temperature. Equations (2), (4) and (5) then give $\bar H$ and $c$ at each field. Where the noise allows, fit the trace with the envelope $e^{-\Gamma t-s^2t^2/2}$ instead of a single exponential.

If 1/e times are available, (8) provides a linear plot. Dividing it by $\tau\gamma\bar H$ gives

$$\frac{1}{\gamma\bar H\tau}=\alpha+\sigma^2X,\qquad X=\frac{\gamma c^2\tau}{2\bar H}.\tag{9}$$

The intercept is $\alpha$ and the slope is $\sigma^2$. In the example $\gamma=2\pi\times29.39=184.7$ rad ns$^{-1}$ T$^{-1}$, so $X=11.09$ T$^{-2}$ at 1 T and 0.394 T$^{-2}$ at 4 T. The simulated damping values give

$$\sigma^2=\frac{0.01443-0.01016}{11.09-0.394}=3.99\times10^{-4}\ {\rm T}^2,$$

or $\sigma=20$ mT, and an intercept of $0.01016-0.00016=0.0100$. Both inputs are recovered, including from a 1 T point that is 44% high.

Use several fields, since two points cannot reveal a wrong model. Clear curvature in this plot suggests a non-Gaussian distribution, coupling or another loss process. A nearly straight plot does not prove that the intercept is $\alpha$: a Gaussian $g$ spread of 0.5% would bend it only slightly, yet raise the intercept in this example to about 0.011. A high-field plateau alone does not establish $\alpha$, because a $g$ spread also produces one. A second field angle changes $c$ and so tests the anisotropy part of the model, but it does not separate $\alpha$ from an isotropic $g$ spread, because both plateaus are independent of angle. The shape of the envelope can separate them if the $g$ spread is Gaussian: it leaves a factor $e^{-s^2t^2/2}$ with $s=\epsilon\omega$ growing with field, whereas $\alpha$ alone gives a pure exponential. The numerical output gives the values at each field.

## Values computed for the example and the checks

```
g factor 2.1, gamma/2pi = 29.39 GHz/T
Gilbert damping alpha = 0.0100
mean Hk = 0.4 T, spread sigma = 20 mT
field angle = 45 deg from normal
H(T) theta(deg) f(GHz) Hbar(T) c Hbar/sqrt(H1H2)
0.5 26.41 22.17 0.7552 0.8813 1.0014
1.0 34.27 34.99 1.1923 0.6744 1.0014
2.0 39.37 63.12 2.1489 0.4840 1.0007
4.0 42.15 121.21 4.1249 0.3693 1.0002
high-field limit of c = 0.2500
H(T) Gamma(1/ns) gamma*c*sigma(1/ns) energy rate(1/ns) t_e(ps)
0.5 1.395 3.255 2.789 322.6
1.0 2.202 2.491 4.403 314.8
2.0 3.969 1.788 7.936 230.6
4.0 7.618 1.364 15.234 129.2
H(T) alpha_app: formula, LLG 1/e, LLG cosine fit, Lorentzian
0.5 0.02224 0.02222 0.02700 0.03334
1.0 0.01443 0.01443 0.01657 0.02131
2.0 0.01093 0.01093 0.01162 0.01450
4.0 0.01016 0.01016 0.01031 0.01179
(Lorentzian half width taken as 20 mT)
crossover sqrt2*c*sigma = alpha*Hbar at H = 1.43 T
excess exponent, 100 to 200 T (limit test) = 2.026
alpha=0, 1 T: 1/e time LLG = 568.4 ps
alpha=0, 1 T: 1/e time formula = 567.7 ps
alpha=0, 1 T: largest relative energy drift = 4.0e-07
phase reversal at 400 ps, echo at 800 ps, 1 T
amplitude with reversal = 0.1718, without = 0.0238
relaxation factor alone = 0.1718
80 deg: c = 0 at H = 0.615 T
80 deg: alpha_app there = 0.01029
80 deg: later maximum = 0.01350 at 0.910 T
80 deg: alpha_app at 4 T = 0.01028
g spread 0.5 %: damping floor = 0.01112
Ms = 1.2 MA/m, A = 15 pJ/m, thickness = 1.2 nm
normal tilt spread = 0.5 deg, pump drop of Hk = 2 %
H(T) c*sigma(mT) tilt width(mT) alpha_app with tilt
1.0 13.49 4.53 0.01481
4.0 7.39 5.21 0.01023
H(T) coupling wavelength(nm) pump phase drift in t_e(rad)
1.0 554 0.314
4.0 916 0.071
```
